# Do identical isotropic adatoms repel elastically in a free sheet?

**Q:** Two identical adatoms that push the surrounding atoms outward must repel each other elastically. Each wants room, and each takes room from the other. On a crystal surface the repulsion falls as $1/d^3$. In a sheet one atom thick the strain of a point defect falls as $1/d^2$, so I expect a repulsion of order $P^2/(Md^2)$, with $P$ the strength of the defect and $M$ an elastic modulus. Is anything wrong with that?

**A:** The power of $d$ is right dimensionally, but the coefficient has to be calculated. Let me fix the model first. The sheet is infinite, flat, homogeneous and isotropic, and it deforms linearly in its own plane. Its two-dimensional Lamé constants are $\lambda$ and $\mu$, and $M=\lambda+2\mu$. Each adatom exerts fixed forces $\mathbf F^{(n)}$ on the sheet at small offsets $\boldsymbol\rho^{(n)}$ from its centre. They have no resultant and no torque. Their first moment is the force dipole

$$P_{ij}=\sum_n F_i^{(n)}\rho_j^{(n)}=P\,\delta_{ij},$$

where the last equality says that the dipole is isotropic. Outward forces have $P>0$.

**Q:** And the interaction energy? I would calculate the strain energy stored by both defects together.

**A:** The work of the fixed forces must be included as well. Write the forces and displacements as long vectors and let $K$ be the symmetric stiffness matrix of the sheet. The total energy is $U=\tfrac12 u^TKu-F^Tu$. Equilibrium gives $Ku=F$, hence $U=-\tfrac12F^Tu$. With $F=F_1+F_2$ and $u=u_1+u_2$, the cross terms are $-\tfrac12(F_1^Tu_2+F_2^Tu_1)$. They are equal because $K$ is symmetric, so the interaction is $E=-F_2^Tu_1$.

Now expand $\mathbf u_1$ about the centre of adatom 2:

$$E=-\sum_nF_i^{(n)}\left(u_i+\rho_j^{(n)}\partial_ju_i\right)=-P_{ij}\,\partial_ju_i=-P_{ij}\,\varepsilon_{ij}.$$

The first term vanished because the forces sum to zero. The symmetric $P_{ij}$ then selects the symmetric part of the gradient, which is the strain $\varepsilon_{ij}$. For an isotropic dipole,

$$E=-P(\varepsilon_{xx}+\varepsilon_{yy})=-P\,\nabla\!\cdot\mathbf u_1 .$$

Adatom 2 therefore responds to the local change of area, not to the size of the strain.

**Q:** Surely adatom 1 compresses the sheet around it, so the change of area is negative and $E$ is positive.

**A:** We can check that by solving for its field. The force density of a dipole at the origin follows by expanding the delta functions of its separate forces:

$$f_i=\sum_nF_i^{(n)}\delta(\mathbf r-\boldsymbol\rho^{(n)})\simeq-P_{ij}\partial_j\delta(\mathbf r)=-P\,\partial_i\delta(\mathbf r).$$

Equilibrium requires $\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla(\nabla\!\cdot\mathbf u)+\mathbf f=0$. The force is a gradient, so try $\mathbf u=\nabla\phi$. Both elastic terms become gradients of $\nabla^2\phi$, and

$$M\,\nabla(\nabla^2\phi)=P\,\nabla\delta\quad\Rightarrow\quad M\nabla^2\phi=P\,\delta(\mathbf r).$$

The integration constant is zero because the strain must vanish far away. Since $\nabla^2\ln r=2\pi\delta(\mathbf r)$ in two dimensions,

$$\phi=A\ln r,\qquad \mathbf u=\frac{A\,\mathbf r}{r^2},\qquad A=\frac{P}{2\pi M}.$$

The displacement is radial, $u_r=A/r$. The two principal strains are

$$\varepsilon_{rr}=\frac{du_r}{dr}=-\frac{A}{r^2},\qquad \varepsilon_{\theta\theta}=\frac{u_r}{r}=+\frac{A}{r^2}.$$

Your compression is there, along the line joining the adatoms. But material pushed outward also occupies a longer circle, so it is stretched sideways by the same amount. The area is unchanged, and

$$E(\mathbf d)=-\frac{P^2}{M}\,\delta(\mathbf d),\qquad E=0\ \text{ for } d\neq0 .$$

**Q:** Then a delta function says that they attract when they meet?

**A:** It says that two smooth, overlapping force distributions of the same sign attract in this continuum model. It makes no prediction for two real adatoms sharing a site, where bonding and nonlinear forces rule.

**Q:** Give me numbers, so that I can see what cancels.

**A:** Take a Young modulus of $Y=2000$ eV/nm² (320 N/m) and a Poisson ratio of $\nu=0.2$. For a sheet, $\mu=Y/[2(1+\nu)]=833.3$ eV/nm² and $\lambda=Y\nu/(1-\nu^2)=416.7$ eV/nm², so $M=2083$ eV/nm². With $P=5$ eV,

$$A=\frac{5}{2\pi\times2083}=3.82\times10^{-4}\ \text{nm}^2 .$$

At $d=1$ nm the radial strain contributes $+PA/d^2=+1.91$ meV and the hoop strain contributes $-1.91$ meV. Your estimate picked up the first and missed the second.

**Q:** The same argument ought to remove the repulsion on a thick crystal. Why does it survive there?

**A:** On a crystal surface the material below also carries load, and the in-plane area change no longer vanishes. Fourier components show the difference. Let a longitudinal in-plane force of wavevector $\mathbf q$ produce the displacement $\mathbf u_q=C(q)\mathbf f_q$. Our dipole has $\mathbf f_q=-iP\mathbf q$, so $E=-F_2^Tu_1$ becomes

$$E(\mathbf d)=-P^2\int\frac{d^2q}{(2\pi)^2}\,q^2C(q)\,e^{i\mathbf q\cdot\mathbf d}. \tag{1}$$

In the sheet $C=1/(Mq^2)$. The product $q^2C$ is constant and gives only the delta function.

For an isotropic half-space $z>0$, with Young modulus $E_3$ and three-dimensional constants $\nu,\lambda_3,\mu_3$, try

$$u_x=(\alpha+\beta z)w,\quad u_z=i(\gamma+\eta z)w,\quad w=e^{-qz+iqx}.$$

The Laplacians are $-2q\beta w$ and $-2iq\eta w$, and the divergence is $i[q(\alpha-\gamma)+\eta+q(\beta-\eta)z]w$. The part of the $x$ equation proportional to $z$ requires $\eta=\beta$. With $\Theta=q(\alpha-\gamma)+\beta$, both equilibrium equations then reduce to $2\mu_3\beta=-(\lambda_3+\mu_3)\Theta$. Since $(\lambda_3+\mu_3)/\mu_3=1/(1-2\nu)$,

$$\Theta=-2(1-2\nu)\beta,\qquad q(\alpha-\gamma)=-(3-4\nu)\beta .$$

No normal stress acts on the surface: $\lambda_3\Theta+2\mu_3(\beta-q\gamma)=0$. Using $\lambda_3/\mu_3=2\nu/(1-2\nu)$, this gives $q\gamma=(1-2\nu)\beta$, and therefore $q\alpha=-2(1-\nu)\beta$. The shear stress amplitude at the surface is $\mu_3(\beta-q\alpha-q\gamma)=2\mu_3\beta$. An applied tangential load $t$ requires this to equal $-t$, because the outward normal points along $-z$. Hence $\beta=-t/(2\mu_3)$ and

$$C=\frac{\alpha}{t}=\frac{1-\nu}{\mu_3q}=\frac{2(1-\nu^2)}{E_3q}.$$

Now $q^2C$ is proportional to $q=|\mathbf q|$, which is not smooth at $\mathbf q=0$ and so leaves a long-range tail. The inverse transform of $1/q$ is $1/(2\pi r)$. Multiplication by $q^2$ means applying $-\nabla^2$, and $\nabla^2r^{-1}=r^{-3}$ in the plane, so $q$ transforms to $-1/(2\pi r^3)$ away from the origin. Equation (1) gives

$$E_{\text{half}}=+\frac{(1-\nu^2)P^2}{\pi E_3d^3}.$$

With $E_3=6000$ eV/nm³ and the same $P$, $\nu$ and $d$, this is $0.96\times25/(\pi\times6000)$ eV $=1.27$ meV. This $E_3$ is about 960 GPa, close to diamond; the energy scales as $1/E_3$ and is several times larger on softer crystals. Your picture gives the right sign for this isotropic half-space, but it does not carry over to the sheet.

**Q:** Suppose the sheet rests on a substrate. Does the repulsion return?

**A:** Yes, if the substrate resists sliding. Model it as rigid, with lateral springs of stiffness $k$ per area. Then $C=1/(Mq^2+k)$, and with $\ell^2=M/k$

$$q^2C=\frac1M\left[1-\frac{\ell^{-2}}{q^2+\ell^{-2}}\right].$$

The 1 is again a contact term. The inverse transform of $1/(q^2+\ell^{-2})$ is $K_0(r/\ell)/(2\pi)$, with $K_0$ the modified Bessel function. For $d\neq0$,

$$E_{\text{sub}}=+\frac{P^2}{2\pi M\ell^2}K_0(d/\ell).$$

It decays exponentially beyond $\ell$, and at fixed $d$ it vanishes as $k\to0$. For $k=80$ eV/nm⁴, $\ell=5.1$ nm and the repulsion at 1 nm is 0.13 meV. The exponential decay belongs to the rigid model. If the same springs rest on an elastic half-space, the tail approaches the $1/d^3$ law again. For a silica-like substrate ($E_3=72$ GPa, $\nu=0.17$) the energy is 0.08 meV at 1 nm, and at 40 nm it is $2\times10^{-4}$ meV instead of $1\times10^{-5}$ meV.

**Q:** I could settle this with an atomistic calculation in a periodic cell. If I found a positive pair energy, would you give in?

**A:** Not before you had varied $d$. In a cell of fixed shape and area $S$, the integral in (1) becomes a sum over the allowed wavevectors, and $\mathbf q=0$ is absent because the cell cannot expand. In the continuum,

$$E=-\frac{P^2}{MS}\sum_{\mathbf q\ne0}e^{i\mathbf q\cdot\mathbf d}=-\frac{P^2}{M}\sum_{\mathbf L}\delta(\mathbf d-\mathbf L)+\frac{P^2}{MS},$$

where $\mathbf L$ are the cell translations. The delta functions come from the sum over all wavevectors, and the last term removes the $\mathbf q=0$ part of it. It is a positive constant, independent of $d$, so it exerts no force between the adatoms. For a square cell of side 3 nm it is $25/(2083\times9)$ eV $=1.33$ meV. That is close to the half-space value for these parameters, so a single separation could mislead you.

A finite flake does something similar. Put adatom 1 at the centre of a disc of radius $R$. The edge adds a uniform expansion, $u_r=A/r+cr$, whose area strain is $2c$, so $E=-2Pc$. At a free edge the radial stress vanishes:

$$2\lambda c+2\mu\left(c-\frac{A}{R^2}\right)=0\ \Rightarrow\ c=\frac{\mu A}{(\lambda+\mu)R^2},\quad E=-\frac{\mu P^2}{\pi M(\lambda+\mu)R^2}.$$

At a clamped edge $u_r(R)=0$, so $c=-A/R^2$ and $E=+P^2/(\pi MR^2)$. For $R=10$ nm these are $-0.025$ and $+0.038$ meV. With adatom 1 at the centre, the sign is set by the edge, and both energies vanish as $R\to\infty$. If neither adatom is at the centre, the energy also depends on where they sit.

**Q:** Real adatoms need not push equally in all directions. How much does that matter?

**A:** It brings back your $1/d^2$, but not a definite sign. Keep adatom 1 isotropic and give adatom 2 the principal dipoles $P_{xx}$ and $P_{yy}$. At an angle $\theta$ from the $x$ axis,

$$\varepsilon_{xx}=\partial_x\frac{Ax}{r^2}=A\left(\frac1{r^2}-\frac{2x^2}{r^4}\right)=-\frac{A\cos2\theta}{r^2},\qquad\varepsilon_{yy}=-\varepsilon_{xx},$$

and therefore

$$E=-(P_{xx}\varepsilon_{xx}+P_{yy}\varepsilon_{yy})=\frac{A(P_{xx}-P_{yy})\cos2\theta}{d^2}.$$

For 5.5 and 4.5 eV at $d=1$ nm this is $+0.38$ meV along $x$ and $-0.38$ meV along $y$. If both adatoms are distorted, further terms appear that this formula omits.

**Q:** A crystal sheet is made of atoms, so even a triangular lattice is isotropic only at long wavelengths. Does the cancellation survive that?

**A:** Not in every crystal. A square lattice, for example, is in general elastically anisotropic even at long wavelengths. Then $q^2C$ depends on the direction of $\mathbf q$, and a $1/d^2$ term returns whose sign varies with direction. The term stays absent in the case I work out here: a triangular lattice with nearest-neighbour springs of constant $s$, spacing $a$, and an adatom pushing equally on the six neighbours of a site. With $\mathbf n$ running over the three bond directions, the stiffness matrix at wavevector $\mathbf q$ is

$$D=2s\sum_{\mathbf n}\mathbf n\mathbf n^T[1-\cos(a\,\mathbf n\cdot\mathbf q)].$$

Use $1-\cos x=x^2/2-x^4/24+\dots$ and measure angles from a bond. The longitudinal part needs the sums of $\cos^4$ and $\cos^6$ over the three bonds, which are $9/8$ and $3(10+\cos6\theta_q)/32$. Hence

$$D_L=\tfrac98sa^2q^2\left[1-\frac{a^2q^2}{144}(10+\cos6\theta_q)+\dots\right].$$

The prefactor is $Mq^2$ times the area per site. Inverting the bracket changes the sign of the correction. Its isotropic part, like the leading correction to the adatom's forces, is proportional to $q^2$ and gives contact terms. Coupling to transverse motion enters at higher order. The leading long-range part of $q^2C$ is thus $a^2q^2\cos6\theta_q/(144M)$.

To transform it, write $q^2\cos6\theta_q=\mathrm{Re}\,(q_x+iq_y)^6/q^4$. The inverse transform of $q^{-4}$ is $r^2\ln r/(8\pi)$, up to terms that the derivatives remove, and $\mathbf q$ becomes $-i\nabla$, with $(-i)^6=-1$. Let $\zeta=x+iy$, so that $\partial_x+i\partial_y=2\partial_{\bar\zeta}$ and $r^2\ln r=\tfrac12\zeta\bar\zeta(\ln\zeta+\ln\bar\zeta)$. Six derivatives of $\bar\zeta\ln\bar\zeta$ give $24/\bar\zeta^5$, and the other term drops out. The transform is

$$-\frac{2^6}{8\pi}\,\mathrm{Re}\,\frac{24\,\zeta}{2\,\bar\zeta^5}=-\frac{96\cos6\theta}{\pi r^4},$$

and (1) yields, at large $d$,

$$E_{\text{lat}}=\frac{2P^2a^2\cos6\theta}{3\pi Md^4}.$$

This is repulsive along a bond and attractive 30° away from it. Summing the modes of a periodic lattice of $1024\times1024$ sites and subtracting the cell constant gave 1.008 times this formula at 30 spacings along a bond, and 0.992 times at 31.2 spacings in the other direction. For $a=0.25$ nm and our values of $P$, $M$ and $d$, the formula gives $\pm0.16$ meV. That is only an estimate, because 1 nm is just four spacings. At four spacings along a bond the lattice sum is 1.37 times the formula, and at 3.5 spacings in the other direction it is 0.67 times. The spring lattice also has a Poisson ratio of $1/3$, not 0.2.

**Q:** You have kept the sheet flat throughout. Wouldn't it rather buckle than stay compressed?

**A:** It can, if the dipole is strong enough. Consider an axisymmetric deflection with slope $g(r)$ and bending rigidity $\kappa$, and let the outward forces act on a small ring. Outside the ring the radial stress is $2\mu\varepsilon_{rr}=-2\mu A/r^2$, because the area strain is zero. Inside, the sheet is stretched, which opposes buckling. The energy of a small deflection is

$$\pi\int\left[\kappa\left(g'+\frac gr\right)^2+\sigma_{rr}g^2\right]r\,dr .$$

The cross term $2gg'$ integrates to zero for a localized slope. With $\tau=\ln r$, the outer region contributes

$$\pi\int\left[\kappa\left(\frac{dg}{d\tau}\right)^2+(\kappa-2\mu A)g^2\right]d\tau .$$

This cannot be negative if $2\mu A<\kappa$. Above that value, a slope varying slowly enough in $\ln r$ lowers the energy of an infinite sheet. With $\kappa=1.5$ eV, $2\mu A/\kappa=0.42$, so the example is stable against this type of buckling. I have not examined other shapes.

**Q:** How close is all this to a real membrane with adatoms on it?

**A:** The stiffness and rigidity are roughly those of a stiff, suspended, one-atom-thick covalent membrane. A dipole of a few eV is a round assumption, and it depends on the adatom; the elastic energies between identical dipoles scale as $P^2$. Several assumptions fail in practice. An adatom on one side can also pull the sheet out of plane, which I have excluded. It may carry an electric dipole: two parallel dipoles of $p=0.02\,e$ nm normal to the sheet, unscreened, repel by $p^2/(4\pi\epsilon_0d^3)=0.58$ meV at 1 nm. That exceeds the substrate, lattice and distortion energies found above.

The force pattern matters too. An adatom bound to three neighbours can have an isotropic dipole and still push in a threefold pattern. Two such adatoms in opposite orientations, as on the two sublattices of a honeycomb sheet, have an elastic interaction that falls roughly as $1/d^3$ and changes sign with direction. In the continuum sheet, with our $P$ and forces applied 0.14 nm from each centre, it is $+1.4$ meV at 1 nm when an arm of each adatom points at the other, and $-0.7$ meV when the arms point directly away. In the same orientation the $1/d^3$ terms cancel but a $1/d^4$ term remains: $-0.32$ meV at 1 nm along an arm and $+0.32$ meV 30° away from it.

Thermal ripples are a more basic objection. At 300 K, harmonic bending modes with wavevectors up to $\pi/a$ in a sheet of side 30 nm give a mean projected area contraction of about 0.6%. This overestimates it, because for these constants harmonic theory fails at wavelengths beyond about 5 nm, where coupling to stretching stiffens the bending modes; a rough allowance for that gives about 0.4%. The adatom's own strain scale is $A/a^2=0.61\%$ one spacing away, and only 0.038% at 1 nm. I have not calculated how ripples alter the pair energy, nor interactions carried by the electrons, so a measured interaction need not vanish.

**Q:** Then what should I change in a growth model?

**A:** For a free sheet, don't insert a $1/d^2$ or $1/d^3$ elastic repulsion merely because the adatoms are identical. Find the dipole tensor, the support and the boundary conditions first. Keep the scale in mind too: $k_BT$ is 25.9 meV at 300 K, so the sheet energies found here, up to about 1.4 meV at 1 nm, are about 5% of it or less. The half-space value of 1.27 meV is also about 5%, but only because the crystal was taken as stiff as diamond: with the same $P$ and copper-like constants ($E_3=130$ GPa, $\nu=0.34$) it is 8.7 meV, a third of $k_BT$. The remaining values are in the numerical output.

## Calculated quantities

```
sheet Young modulus: 2000 eV/nm^2
same modulus converted: 320.4 N/m
Poisson ratio: 0.2
Lame lambda: 416.7 eV/nm^2
Lame mu: 833.3 eV/nm^2
M = lambda + 2 mu: 2083.3 eV/nm^2
force dipole P: 5 eV
separation d: 1 nm
field amplitude A: 0.000382 nm^2
contact area change P/M: 0.0024 nm^2
radial strain at d: -0.000382
hoop strain at d: 0.000382
energy from radial strain: 1.91 meV
energy from hoop strain: -1.91 meV
sum = sheet interaction: 0 meV
half-space Young modulus: 6000 eV/nm^3
half-space repulsion, formula: 1.273 meV
half-space repulsion, numerical transform: 1.271 meV
one dipole distorted: Pxx: 5.5 eV
one dipole distorted: Pyy: 4.5 eV
its interaction along x: 0.382 meV
its interaction along y: -0.382 meV
fixed square cell side: 3 nm
fixed-cell constant per pair: 1.333 meV
flake radius: 10 nm
free-edge flake interaction: -0.02546 meV
clamped-edge flake interaction: 0.0382 meV
host lattice spacing: 0.25 nm
lattice tail along a bond (estimate): 0.1592 meV
lattice tail 30 degrees off (estimate): -0.1592 meV
lattice test, computed/formula, along bond: 1.008
lattice test, computed/formula, 30 degrees off: 0.9916
substrate lateral stiffness: 80 eV/nm^4
substrate screening length: 5.103 nm
substrate-induced repulsion: 0.13 meV
electric dipole: 0.02 e nm
direct electrostatic repulsion: 0.576 meV
strain scale A/a^2 one spacing away: 0.6112 %
bending rigidity: 1.5 eV
buckling ratio 2 mu A/kappa (threshold 1): 0.4244
temperature: 300 K
kT: 25.85 meV
half-space repulsion / kT: 0.04925
ripple sheet side: 30 nm
harmonic ripple area contraction: 0.6178 %
```
